# Macroscopic dielectric constant from a two-by-two microscopic dielectric matrix

**Data and conventions.** An electric potential that varies slowly in space is applied to an insulating crystal. The electrons respond with charge that varies slowly too, but also with charge that varies within the unit cell. The potentials made by this second part are called local fields.

Write $\phi_G$ for the component of a potential with wave vector $q+G$, where $G$ is a reciprocal lattice vector and $q\to0$. In atomic units the Coulomb interaction is $v_G=4\pi/|q+G|^2$. Let $\chi^0$ be the static density response of independent electrons to the total potential. The symmetrised dielectric matrix in the random-phase approximation is

$$\varepsilon = 1 - v^{1/2}\chi^0 v^{1/2}.$$

For $q\to0$, keep two basis functions: the macroscopic component (index 0) and one normalised standing wave of the lattice (index 1). The matrix is

$$\varepsilon=\begin{pmatrix}12&1\\1&3\end{pmatrix}.$$

The entry 12 is called the head, the entry 1 the wing and the entry 3 the body. All are dimensionless. The head has the rough size found in silicon; the wing and body are round model values, not computed for silicon. The macroscopic response is taken to be a scalar, as in a cubic crystal.

## Part (a): the definition

**Question.** The external potential has only a macroscopic component. Show that the ratio of external to total macroscopic potential is $\varepsilon_M=1/(\varepsilon^{-1})_{00}$. Does the symmetrisation affect it? Check the rule on a layered medium.

**Answer.** The induced density is $n=\chi^0\phi$, with $\phi$ the total potential. It produces the potential $vn$, so

$$\phi=\phi^{\rm ext}+v\chi^0\phi
\quad\Longrightarrow\quad
\phi^{\rm ext}=(1-v\chi^0)\phi .$$

Multiply from the left by $v^{-1/2}$ and define $u=v^{-1/2}\phi$, so that $\phi=v^{1/2}u$. Then

$$u^{\rm ext}=v^{-1/2}\phi-v^{1/2}\chi^0\phi
=(1-v^{1/2}\chi^0v^{1/2})u=\varepsilon u .$$

The external vector is $(u^{\rm ext}_0,0)^T$. Inverting gives $u_0=(\varepsilon^{-1})_{00}\,u^{\rm ext}_0$. Since $u_0$ and $u_0^{\rm ext}$ contain the same factor $v_0^{-1/2}$,

$$\varepsilon_M=\frac{\phi^{\rm ext}_0}{\phi_0}=\frac{u^{\rm ext}_0}{u_0}=\frac{1}{(\varepsilon^{-1})_{00}} .$$

For a longitudinal field, the external field is the displacement $D$ (in Gaussian convention), so $\varepsilon_M$ is also $D$ divided by the mean field $\bar E$.

The unsymmetrised matrix is $1-v\chi^0=v^{1/2}\varepsilon v^{-1/2}$. Its inverse is $v^{1/2}\varepsilon^{-1}v^{-1/2}$, whose 00 entry carries the factor $v_0^{1/2}v_0^{-1/2}=1$. The macroscopic constant is therefore unchanged. The symmetrised form is convenient because its wings stay finite: in an insulator the wing of $\chi^0$ vanishes in proportion to $q$, while $v_0^{1/2}$ grows as $1/q$.

For the check, take layers with local dielectric function $e(x)=7+4\cos x+\sin2x$ and the field normal to the layers. With no free charge, $D$ is uniform and $E(x)=D/e(x)$. Hence

$$\varepsilon_M=\frac{D}{\bar E}=\frac{1}{\langle 1/e\rangle},$$

the harmonic mean. To obtain the matrix, use Gauss's law with $E_G=-i(q+G)\phi_G$:

$$(q+G)\sum_{G'}e_{G-G'}(q+G')\phi_{G'}=(q+G)^2\phi_G^{\rm ext}.$$

Division by $|q+G|$, with $u_G\propto|q+G|\phi_G$, gives matrix entries $s_Ge_{G-G'}s_{G'}$, where $s_G$ is the sign of $q+G$. With 61 plane waves, $1/(\varepsilon^{-1})_{00}$ is 5.60558, and direct integration of $1/e$ gives the same five decimals. The head alone is the arithmetic mean, 7. The difference is the effect of the local fields.

## Part (b): the calculation

**Question.** Calculate $\varepsilon_M$ for the given matrix by elimination, and confirm it by inversion.

**Answer.** The equations $\varepsilon u=(u_0^{\rm ext},0)^T$ are

$$12u_0+u_1=u_0^{\rm ext},\qquad u_0+3u_1=0 .$$

The right side of the second equation is zero because nothing external drives the standing wave. It gives $u_1=-u_0/3$. Insert this in the first:

$$u_0^{\rm ext}=\left(12-\frac13\right)u_0=\frac{35}{3}u_0 .$$

Therefore

$$\boxed{\varepsilon_M=\frac{35}{3}\approx11.67}$$

For the inversion, $\det\varepsilon=12\cdot3-1\cdot1=35$ and

$$\varepsilon^{-1}=\frac1{35}\begin{pmatrix}3&-1\\-1&12\end{pmatrix},
\qquad (\varepsilon^{-1})_{00}=\frac3{35}\approx0.0857 .$$

Its reciprocal is again $35/3$. Local fields lower the constant by 0.333, or 2.8% of the head.

The result is not an eigenvalue of the matrix. The eigenvalues are 2.890 and 12.110, and each belongs to a mixture of the two basis functions. The external potential drives one basis function, not one such mixture.

## Part (c): sign and limits of the correction

**Question.** Generalise the result to many standing waves. When do local fields lower the constant? Discuss the limits of a weak wing, a stiff body and a strong wing.

**Answer.** Let $h$ be the head, $w$ the column of wings and $B$ the Hermitian body matrix. With $y$ the column of standing-wave amplitudes, the equations are

$$hu_0+w^\dagger y=u_0^{\rm ext},\qquad wu_0+By=0 .$$

If $B$ is invertible, $y=-B^{-1}wu_0$ and

$$\varepsilon_M=h-w^\dagger B^{-1}w .$$

If $B$ is positive definite, the subtracted term is positive for any nonzero $w$, and local fields lower the constant. The reason can be read from an energy. At fixed $u_0=1$, the quantity $u^\dagger\varepsilon u$ is proportional to the integral of $E\cdot D$. For the given matrix and real $y$ it is

$$12+2y+3y^2=3\left(y+\frac13\right)^2+\frac{35}{3}.$$

The minimum is $35/3$, reached at $y=-1/3$, the amplitude found in part (b). The standing wave adjusts so as to lower the energy at fixed macroscopic field. Setting $y=0$ by hand gives the head, 12.

The same argument covers additional waves. If the enlarged matrix is positive definite, its $\varepsilon_M$ is a minimum over a larger set of amplitudes, which includes the old set. The constant can then fall or stay the same, but not rise.

Positive definiteness matters. If the body entry were $-3$, the formula would give $12+1/3\approx12.33$, an increase. This does not occur in the static random-phase approximation for an insulator: there $\chi^0$ has no positive eigenvalues, so $\varepsilon-1$ has no negative ones. At frequencies above the onset of absorption this argument is lost.

For a weak wing, $w\to0$, the standing wave is not driven and $\varepsilon_M\to12$. For a stiff body, $B\to\infty$ at fixed wing, it is driven but hardly responds, and again $\varepsilon_M\to12$. A strong wing is limited by the condition just stated: with head and body held fixed, $\varepsilon-1$ must have a non-negative determinant,

$$(12-1)(3-1)-w^2\ge0\quad\Longrightarrow\quad w^2\le22 .$$

At this limit $\varepsilon_M=12-22/3\approx4.67$. The given wing, with $w^2=1$, is far below it.

## Part (d): the field inside the cell

**Question.** Suppose that the standing wave is built from one pair $G,-G$ parallel to $q$, in a crystal with inversion symmetry. In the order $0,G,-G$ the matrix is

$$\begin{pmatrix}12&a&-a\\a&b&c\\-a&c&b\end{pmatrix},
\qquad a=\frac1{\sqrt2},\quad b-c=3,\quad b+c>0 .$$

Show that it reduces to the given matrix and find the field $E(x)$. Then evaluate the field in a plate normal to an external field of 1 MV/cm.

**Answer.** Introduce the normalised odd and even combinations

$$u_1=\frac{u_G-u_{-G}}{\sqrt2},\qquad u_e=\frac{u_G+u_{-G}}{\sqrt2}.$$

The coupling of $u_0$ to the odd one is $[a-(-a)]/\sqrt2=\sqrt2\,a=1$. Its coupling to the even one is $(a-a)/\sqrt2=0$. The odd and even functions do not couple to each other, because the two diagonal entries $b$ are equal. The body entry of the odd function is

$$\tfrac12(b-c-c+b)=b-c=3 .$$

The even function has body entry $b+c$ and no source, so its amplitude is zero. The remaining problem is the given two-by-two matrix. The wings are linear in the direction of $q$, so a single pair lowers the constant along one field direction only. The scalar response of a cubic crystal needs all symmetry-related pairs together; this part treats the field along $G$ alone.

With $u_e=0$, the plane-wave amplitudes are $u_{\pm G}=\pm u_1/\sqrt2$. The field components are $E_G=-i(q+G)\phi_G$, proportional to $s_Gu_G$. Let $q$ approach zero from the positive side, so that $s_0=s_G=1$ and $s_{-G}=-1$. The two minus signs at $-G$ cancel, and both field components equal $\bar E\,u_1/(\sqrt2\,u_0)$. An odd potential thus gives an even field:

$$\frac{E(x)}{\bar E}=1+\frac{2}{\sqrt2}\frac{u_1}{u_0}\cos Gx
=1-\frac{\sqrt2}{3}\cos Gx .$$

The modulation is 47% of the mean field, although the constant changes by only 2.8%. For a positive wing $w$, head $h$ and body $B$, the modulation is $\sqrt2\,w/B$ and the relative change of the constant is $w^2/(Bh)$. The second divided by the first is $w/(\sqrt2\,h)\approx1/17$, which is small because the head is large compared with the wing. Moving the origin by half a period reverses the signs of the wing and of the cosine; $\varepsilon_M$ contains the square of the wing and does not change.

The plate is taken to stand in vacuum, since air in a wide gap breaks down near 0.03 MV/cm. With no free charge in the plate, the mean internal field is

$$\bar E=\frac{1\ \text{MV/cm}}{11.667}=0.0857\ \text{MV/cm}.$$

In this one-pair model, not in silicon itself, the local field varies between $0.0857(1-0.4714)=0.045$ and $0.0857(1+0.4714)=0.126$ MV/cm. A breakdown field is stated as a macroscopic field, so it is to be compared with the mean. For silicon layers about a micrometre thick it is roughly 0.3 MV/cm, and the mean field is about 30% of that. In thinner layers the avalanche breakdown field is higher and the margin larger. Mobile carriers would screen a static field further. In doped material they are present from the start. In an undoped silicon plate at room temperature they gather at the faces in equilibrium once the plate is thicker than about 0.1 μm, where the voltage across it approaches the band gap. The calculation applies to thinner undoped plates, or to times too short for carriers to gather.

## Part (e): use at 1550 nm

**Question.** Estimate the constant at 1550 nm by treating all entries of $\varepsilon-1$ as due to transitions of one common energy $\Delta=4$ eV, a rough mean value for silicon. Over what path in bulk material does leaving out the wing cause a phase error of $\pi$?

**Answer.** Transitions of the same energy share the same frequency dependence, so one two-level system is enough to find it. Let it have dipole length $r$ and be driven by a weak force $F\cos\omega t$. The excited amplitude obeys

$$i\hbar\dot c=\Delta c-Fr\cos\omega t .$$

Split the cosine into two exponentials and solve for each:

$$c=\frac{Fr}{2}\left[\frac{e^{-i\omega t}}{\Delta-\hbar\omega}+\frac{e^{i\omega t}}{\Delta+\hbar\omega}\right].$$

The dipole $2r\,\mathrm{Re}\,c$ is $F\cos\omega t$ times

$$r^2\left[\frac1{\Delta-\hbar\omega}+\frac1{\Delta+\hbar\omega}\right]
=\frac{2r^2\Delta}{\Delta^2-(\hbar\omega)^2}.$$

Its static value is $2r^2/\Delta$. At 1550 nm the photon energy is 0.800 eV, and the response grows by the factor

$$s=\frac{1}{1-(0.800/4)^2}=1.0417 .$$

The entries become $1+11s=12.458$ for the head, $s=1.042$ for the wing and $1+2s=3.083$ for the body. Hence

$$\varepsilon_M=12.458-\frac{1.0417^2}{3.083}=12.106 .$$

The refractive index is $\sqrt{12.106}=3.4794$. Without the wing it would be $\sqrt{12.458}=3.5296$. For a plane wave in bulk material the phase error over a length $L$ is $2\pi L\,\delta n/\lambda$. Setting it equal to $\pi$ gives

$$L=\frac{\lambda}{2\,\delta n}=\frac{1550\ \text{nm}}{2\times0.0502}\approx15\ \mu\text{m}.$$

This length measures the importance of the wing in the model. In a waveguide the phase depends on the index of the guided mode, which also involves the cladding and the cross-section.

## Part (f): what the second decimal means

**Question.** Estimate separately how the static result of part (b) changes with (i) an increase of 0.1 eV in the transition energy at fixed dipole lengths, (ii) one more standing wave with wing 0.5, body 2 and coupling 0.3 to the first, (iii) local exchange in the electron response, and (iv) heating by 100 K. Compare the model with silicon.

**Answer.** (i) The static response $2r^2/\Delta$ falls by the factor $4.0/4.1=0.9756$. With every entry of $\varepsilon-1$ multiplied by this factor,

$$\varepsilon_M=1+11(0.9756)-\frac{0.9756^2}{1+2(0.9756)}=11.41,$$

a change of $-0.26$.

(ii) The body is now $\begin{pmatrix}3&0.3\\0.3&2\end{pmatrix}$, with determinant 5.91, and

$$w^\dagger B^{-1}w=\frac{2(1)^2-2(0.3)(1)(0.5)+3(0.5)^2}{5.91}=\frac{2.45}{5.91}=0.415 .$$

The constant is 11.585, a change of $-0.08$. These entries are chosen, so the number illustrates the cost of truncation and does not bound it.

(iii) Exchange adds a potential $f_xn$ to the one that drives the electrons. In the local approximation the exchange energy per volume is $-Cn^{4/3}$, with $C=\frac34(3/\pi)^{1/3}$. Two derivatives give

$$f_x=-\frac49Cn^{-2/3}.$$

Use the mean valence density of silicon: 32 electrons in a cube of edge about 0.543 nm, or $n=0.0296$ bohr$^{-3}$. Then $f_x=-3.43$ hartree bohr$^3$. For the shortest reciprocal vector, of length 1.061 bohr$^{-1}$, $v_G=11.17$ in the same unit. The induced potential acting on the electrons in the standing wave is thus multiplied by $g=1+f_x/v_G=0.693$. For the macroscopic component $f_x/v_0\to0$, and no such factor appears.

Let $m_0$ and $m_1$ be the induced Coulomb potentials in the scaled variables, so that $u_0=u_0^{\rm ext}+m_0$. The independent-electron response matrix is $1-\varepsilon$, with entries $-11$, $-1$ and $-2$. Therefore

$$m_0=-11u_0-gm_1,\qquad m_1=-u_0-2gm_1 .$$

The second equation gives $m_1=-u_0/(1+2g)$. Then

$$u_0^{\rm ext}=u_0-m_0=12u_0+gm_1
\quad\Longrightarrow\quad
\varepsilon_M=12-\frac{g}{1+2g}=11.71 .$$

Setting $g=1$ recovers $35/3$. The change is $+0.04$: exchange weakens the potential through which the standing wave acts back. This size belongs to the one-wave model. In silicon many waves contribute and $|f_x|/v_G$ grows as $G^2$; there local exchange raises the constant by about 0.5, nearly half of the local-field correction. Correlation and any long-range part of the exchange-correlation kernel are left out; a long-range part would act on the macroscopic component as well.

(iv) With a rough thermo-optic coefficient of $2\times10^{-4}$ K$^{-1}$, heating by 100 K raises the index by 0.02. This is a rounded near-infrared value; the static coefficient of silicon is somewhat smaller, so the estimate below is on the high side. From the static index 3.416,

$$\delta\varepsilon_M=2(3.416)(0.02)+(0.02)^2=+0.14 .$$

**Comparison with silicon.** Silicon has a static constant of about 12 and an index of about 3.5 at 1550 nm, so the model lies in the right range. This is not a prediction, because the head was chosen with that size. A photonic device breaks the static assumption: in the single-energy estimate of part (e), going to 1550 nm changes the constant by $+0.44$. A transition-energy error of 0.1 eV at fixed dipole lengths changes the static constant by 0.26. The model's local-field correction, 0.333, lies between the two, but this order depends on the chosen wing and body and on what is held fixed: at fixed oscillator strength, $r^2\Delta$ constant, the entries of $\varepsilon-1$ scale as $1/\Delta^2$ and the same 0.1 eV changes the constant by 0.51. In silicon the local-field correction is larger, roughly a tenth of the head, and exceeds both. The value 11.67 is correct to two decimals for the given matrix; as a description of the material, these estimates support no more than about 12. The separate changes are printed in the numerical output.

## Table of computed values

```
head, wing, body (dimensionless): 12, 1, 3
determinant (dimensionless): 35.0000
inverse entry 00 (dimensionless): 0.085714
standing-wave amplitude u1/u0 (dimensionless): -0.3333
local-field correction (dimensionless): -0.3333
macroscopic constant (dimensionless): 11.6667
correction relative to head: -2.78 %
eigenvalues (dimensionless): 2.890, 12.110
layered test, matrix result (dimensionless): 5.60558
layered test, harmonic mean (dimensionless): 5.60558
layered test, head alone: 7.00000
index without local fields, static: 3.4641
index with local fields, static: 3.4157
field modulation / mean field (dimensionless): 0.4714
external field, chosen: 1.00 MV/cm
mean internal field: 0.0857 MV/cm
lowest local field: 0.0453 MV/cm
highest local field: 0.1261 MV/cm
rough breakdown field: 0.3 MV/cm
mean field / breakdown field: 0.29
wavelength: 1550 nm
photon energy: 0.7999 eV
rough transition energy: 4.0 eV
response scale at this wavelength: 1.0417
head at this wavelength: 12.4582
macroscopic constant at this wavelength: 12.1063
index from head at this wavelength: 3.5296
index with local fields at this wavelength: 3.4794
path for phase error pi: 15.44 um
change by dispersion: +0.440
transition-energy error, chosen: 0.1 eV
change by transition-energy error: -0.257
extra wave wing, body, coupling: 0.5, 2.0, 0.3
change by extra wave: -0.081
rough lattice constant: 0.543 nm
mean valence density: 0.02962 bohr^-3
shortest reciprocal vector: 1.0606 bohr^-1
exchange kernel: -3.429 hartree bohr^3
Coulomb kernel: 11.172 hartree bohr^3
exchange/Coulomb ratio (dimensionless): -0.3069
constant with local exchange: 11.7095
change by local exchange: +0.043
rough thermo-optic coefficient: 2e-04 K^-1
heating, chosen: 100 K
change by heating: +0.137
```
